# Polarizability of a Particle in a Box by the Dalgarno–Lewis Method

## Problem

An electron moves in one dimension between hard walls at $x=-L/2$ and $x=L/2$. A uniform static field $F$ is applied along $x$. Hartree atomic units are used, so the electron has mass 1 and charge $-1$, and its energy in the field is $V=Fx$. The polarizability $\alpha$ of the ground state is defined by the expansion of its energy in weak fields,

$$E(F)=E_1-\tfrac12\alpha F^2+O(F^4).$$

(a) Show that the energy has no term linear in $F$, and derive the differential equation obeyed by the first-order change of the wave function.

(b) Solve that equation in closed form.

(c) Find $\alpha$ without summing over excited states.

(d) Write $\alpha$ as a sum over excited states. Show that the first excited state supplies 99.9 percent of it, and explain why so little is left for the others.

(e) For $L=10$ bohr and $F=0.001$ atomic units, find the polarizability, the induced dipole and the energy shift. Is the field weak enough for the second-order result?

## Solution

### (a) The first-order equation

Without the field the Hamiltonian is $H_0=-\tfrac12\,d^2/dx^2$, and the wave functions vanish at both walls. With $k=\pi/L$, the ground state and the energy levels are

$$\varphi_1=\sqrt{\frac2L}\,\cos kx,\qquad E_n=\frac{n^2k^2}{2},\quad n=1,2,3,\dots$$

The cosine vanishes at the walls because $kL/2=\pi/2$.

Expand the ground state and its energy in the field:

$$\psi=\varphi_1+F\chi+F^2\eta+\dots,\qquad E=E_1+F\varepsilon_1+F^2\varepsilon_2+\dots$$

The functions $\chi$ and $\eta$ must also vanish at the walls. Insert both expansions in $(H_0+Fx)\psi=E\psi$ and collect equal powers of $F$. The terms in $F$ and in $F^2$ give

$$(H_0-E_1)\chi=(\varepsilon_1-x)\varphi_1,$$

$$(H_0-E_1)\eta+x\chi=\varepsilon_1\chi+\varepsilon_2\varphi_1.$$

Multiply the first equation by $\varphi_1$ and integrate over the box. On the left, $H_0$ can be moved onto $\varphi_1$ by two integrations by parts, whose boundary terms vanish because both functions are zero at the walls. Since $(H_0-E_1)\varphi_1=0$, the left side is zero, and

$$\varepsilon_1=\langle\varphi_1|x|\varphi_1\rangle=0.$$

The integral vanishes because $\varphi_1^2$ is even and $x$ is odd. More generally, the reflection $x\to-x$ turns the problem with field $F$ into the problem with field $-F$. Hence $E(F)=E(-F)$, and no odd power of $F$ appears, which is why the next term in the definition of $\alpha$ is of order $F^4$.

The first-order equation is therefore

$$(H_0-E_1)\chi=-x\varphi_1.$$

It fixes $\chi$ up to a multiple of $\varphi_1$, which we remove by requiring $\langle\varphi_1|\chi\rangle=0$.

Now multiply the second-order equation by $\varphi_1$ and integrate. The term with $\eta$ vanishes for the same reason as before, and $\varepsilon_1=0$, so

$$\varepsilon_2=\langle\varphi_1|x|\chi\rangle,\qquad \alpha=-2\varepsilon_2=-2\langle\varphi_1|x|\chi\rangle.$$

This is the idea of the Dalgarno–Lewis and Sternheimer methods: one inhomogeneous differential equation takes the place of an infinite sum over states.

### (b) Its solution

Put $H_0=-\tfrac12d^2/dx^2$ and $E_1=k^2/2$ into the first-order equation and multiply by $-2$:

$$\chi''+k^2\chi=2x\varphi_1=2\sqrt{\frac2L}\;x\cos kx.$$

The functions $\cos kx$ and $\sin kx$ solve the equation with zero on the right. The source is $x$ times one of them, so the trial function needs powers of $x$ up to the second. The source is odd, so we take odd terms:

$$\chi=\sqrt{\frac2L}\,\bigl[a\,x^2\sin kx+b\,x\cos kx+c\,\sin kx\bigr].$$

Two differentiations give

$$(x^2\sin kx)''+k^2x^2\sin kx=2\sin kx+4kx\cos kx,$$

$$(x\cos kx)''+k^2x\cos kx=-2k\sin kx,$$

while the term in $c$ contributes nothing. The differential equation becomes

$$4ka\,x\cos kx+(2a-2kb)\sin kx=2x\cos kx.$$

The coefficients of $x\cos kx$ and of $\sin kx$ must agree separately, so

$$a=\frac1{2k},\qquad b=\frac ak=\frac1{2k^2}.$$

The constant $c$ comes from the walls. At $x=L/2$ we have $\cos kx=0$ and $\sin kx=1$, so $\chi=0$ requires $aL^2/4+c=0$, or $c=-L^2/(8k)$. Because $\chi$ is odd, it then vanishes at $x=-L/2$ as well. Collecting the terms,

$$\chi=\sqrt{\frac2L}\,\frac1{2k^2}\Bigl[x\cos kx+k\Bigl(x^2-\frac{L^2}{4}\Bigr)\sin kx\Bigr].$$

An odd function is orthogonal to the even function $\varphi_1$, so the extra condition holds too. No other solution exists. The difference of two solutions would have the form $A\cos kx+B\sin kx$; the walls require $B=0$, and orthogonality to $\varphi_1$ requires $A=0$.

### (c) The polarizability

With the two normalization factors multiplied together, the required integral is

$$\langle\varphi_1|x|\chi\rangle=\frac1{Lk^2}\,(I_1+I_2),$$

$$I_1=\int x^2\cos^2kx\,dx,\qquad I_2=k\int\Bigl(x^3-\frac{L^2x}{4}\Bigr)\sin kx\cos kx\,dx,$$

where all integrals run from $-L/2$ to $L/2$. Both can be reduced to

$$J=\int x^2\cos 2kx\,dx.$$

For $I_1$, use $\cos^2kx=\tfrac12(1+\cos2kx)$ and $\int x^2dx=L^3/12$:

$$I_1=\frac{L^3}{24}+\frac J2.$$

For $I_2$, use $\sin kx\cos kx=\tfrac12\sin2kx$ and integrate by parts. The polynomial $x^3-L^2x/4$ vanishes at both walls, so there is no boundary term:

$$I_2=\frac k2\cdot\frac1{2k}\int\Bigl(3x^2-\frac{L^2}4\Bigr)\cos2kx\,dx=\frac{3J}{4}.$$

The constant in the bracket drops out because $\int\cos2kx\,dx=\sin(kL)/k=\sin(\pi)/k=0$.

To find $J$, integrate by parts again. The boundary term contains $\sin2kx$, which is zero at the walls, so

$$J=-\frac1k\int x\sin2kx\,dx.$$

One more integration by parts gives

$$\int x\sin2kx\,dx=\Bigl[-\frac{x\cos2kx}{2k}\Bigr]_{-L/2}^{L/2}+\frac1{2k}\int\cos2kx\,dx=\frac L{2k},$$

since $\cos2kx=-1$ at both walls and the last integral is zero. Hence $J=-L/(2k^2)=-L^3/(2\pi^2)$, and

$$I_1+I_2=\frac{L^3}{24}+\frac54J=\frac{L^3}{24}-\frac{5L^3}{8\pi^2}=-\frac{(15-\pi^2)L^3}{24\pi^2}.$$

The factor in front is $1/(Lk^2)=L/\pi^2$. Therefore

$$\langle\varphi_1|x|\chi\rangle=-\frac{(15-\pi^2)L^4}{24\pi^4},$$

$$\boxed{\alpha=\frac{15-\pi^2}{12\pi^4}\,L^4\approx0.00439\,L^4.}$$

In ordinary units the right side is multiplied by $me^2/\hbar^2$. The power of $L$ has a simple origin: squared displacements scale as $L^2$, and the energy gaps that resist the distortion scale as $1/L^2$.

The result is positive, so the field lowers the energy. The same number gives the induced dipole. To first order in $F$ the norm of $\psi$ is unchanged, because $\langle\varphi_1|\chi\rangle=0$, and the mean position is

$$\langle x\rangle=2F\langle\varphi_1|x|\chi\rangle=-\alpha F.$$

The electron moves against the field, as a negative charge should, and its dipole $-\langle x\rangle=\alpha F$ points along the field.

### (d) The share of the first excited state

Let $\varphi_n$ be the other box states and $x_{n1}=\langle\varphi_n|x|\varphi_1\rangle$. Expand $\chi=\sum_{n\ge2}c_n\varphi_n$, insert this in the first-order equation, and project on $\varphi_n$. The result is $(E_n-E_1)c_n=-x_{n1}$, so

$$\alpha=-2\sum_{n\ge2}x_{n1}c_n=2\sum_{n\ge2}\frac{x_{n1}^2}{E_n-E_1}.$$

For odd $n$ the states are even functions of $x$, and $x_{n1}=0$. For even $n$ they are $\varphi_n=\sqrt{2/L}\,\sin nkx$. With $2\sin nkx\cos kx=\sin(n+1)kx+\sin(n-1)kx$,

$$x_{n1}=\frac1L\int x\,\bigl[\sin(n+1)kx+\sin(n-1)kx\bigr]dx.$$

Both $n+1$ and $n-1$ are odd. For an odd integer $m$, $\cos mkx$ vanishes at the walls, and integration by parts gives

$$\int x\sin mkx\,dx=\frac1{mk}\int\cos mkx\,dx=\frac{2\sin(m\pi/2)}{m^2k^2}.$$

For even $n$, $\sin[(n+1)\pi/2]=(-1)^{n/2}$ and $\sin[(n-1)\pi/2]=-(-1)^{n/2}$. Hence

$$x_{n1}=\frac{2L(-1)^{n/2}}{\pi^2}\Bigl[\frac1{(n+1)^2}-\frac1{(n-1)^2}\Bigr],\qquad |x_{n1}|=\frac{8nL}{\pi^2(n^2-1)^2},$$

because the bracket equals $-4n/(n^2-1)^2$. With $E_n-E_1=(n^2-1)\pi^2/(2L^2)$, the contribution of state $n$ is

$$\alpha_n=\frac{2x_{n1}^2}{E_n-E_1}=\frac{256\,n^2L^4}{\pi^6(n^2-1)^5},\qquad n=2,4,6,\dots$$

For the first excited state, $n=2$, this is $\alpha_2=1024L^4/(243\pi^6)$. The total is already known from part (c), so no sum has to be evaluated:

$$\frac{\alpha_2}{\alpha}=\frac{1024}{243\pi^6}\cdot\frac{12\pi^4}{15-\pi^2}=\frac{4096}{81\pi^2(15-\pi^2)}=0.9987.$$

The first excited state supplies 99.87 percent of the polarizability, or 99.9 percent to three figures, whatever the length of the box.

Two effects leave little for the other states. The first is the size of the matrix elements. Since the box states form a complete set and $x_{11}=0$, the squares add up to

$$\sum_{n\ge2}x_{n1}^2=\langle\varphi_1|x^2|\varphi_1\rangle=\frac2L\,I_1=L^2\Bigl(\frac1{12}-\frac1{2\pi^2}\Bigr).$$

The state $n=2$ holds 99.3 percent of this sum. The ground state multiplied by $x$ is an odd function with a single node inside the box, and it closely resembles the first excited state.

The second effect is the energy gap. The next state that contributes is $n=4$, and its gap is $15/3=5$ times that of $n=2$. The remaining 0.7 percent of the squared matrix elements is therefore divided by gaps at least five times larger. This gives an upper limit on everything beyond $n=2$:

$$\alpha-\alpha_2\le\frac{2\bigl(\langle x^2\rangle-x_{21}^2\bigr)}{E_4-E_1}.$$

A model that keeps only the two lowest states thus gives $\alpha$ too small by 0.13 percent of its value. This applies to the ground state of the box; other potentials and other states need their own estimate.

### (e) A box of 10 bohr

The closed form gives

$$\alpha=0.0043890\times10^4=43.89\ \text{a.u.},$$

which is $7.237\times10^{-40}\ \mathrm{C^2\,m^2\,J^{-1}}$.

For the first excited state, $|x_{21}|=160/(9\pi^2)=1.8013$ bohr, with square 3.2446 bohr², and $E_2-E_1=3\pi^2/200=0.14804$ hartree. Its contribution is

$$\alpha_2=\frac{2\times3.2446}{0.14804}=43.83\ \text{a.u.}$$

The states $n=4$ and $n=6$ add 0.0561 and 0.0018 a.u. All states beyond $n=2$ together supply 0.0581 a.u. The upper limit from part (d), with $\langle x^2\rangle=3.2673$ bohr² and $E_4-E_1=0.7402$ hartree, is 0.0614 a.u., so it lies close above the actual remainder.

In the field $F=0.001$ a.u. the induced dipole and the second-order energy shift are

$$\alpha F=0.04389\ \text{a.u.},\qquad -\tfrac12\alpha F^2=-2.1945\times10^{-5}\ \text{hartree}.$$

The field is weak if it mixes in little of the first excited state. The size of this admixture is

$$\frac{F|x_{21}|}{E_2-E_1}=\frac{0.0018013}{0.14804}=0.0122.$$

Since the energy contains even powers of $F$, the next correction should be smaller than the leading shift by roughly the square of this ratio, about $1.5\times10^{-4}$.

This estimate can be compared with a numerical solution in the full field. The Hamiltonian $H_0+Fx$ was diagonalized in 20 polynomials of the form $(1-s^2)P_j(s)$, where $s=2x/L$ and $P_j$ is a Legendre polynomial; each vanishes at the walls. The shift is $-2.19435\times10^{-5}$ hartree, against $-2.19452\times10^{-5}$ from second order. The difference is 0.008 percent of the shift, or $0.8\times10^{-4}$ as a fraction. This is about half the estimate, which therefore gives the order of magnitude of the correction but not its coefficient. The dipole is 0.043883 a.u., against 0.043890, a difference of about 0.016 percent of $\alpha F$.

The factor of two between these differences follows from the next term in the energy. If $E-E_1=-\tfrac12\alpha F^2(1-\gamma F^2)$, with $\gamma$ a constant, then the dipole is $-dE/dF=\alpha F(1-2\gamma F^2)$, because $dE/dF=\langle x\rangle$ for a normalized eigenstate of $H_0+Fx$. The second-order result is thus adequate here.

It fails when the admixture is no longer small. From the formulas above,

$$\frac{F|x_{21}|}{E_2-E_1}=\frac{32}{27\pi^4}\,FL^3,$$

so the useful range of fields shrinks as $1/L^3$ when the box grows. A linear dipole must in any case break down in strong fields: the electron cannot leave the box, so its dipole cannot exceed $L/2$, while $\alpha F$ grows without limit.

All numerical values are calculated from the stated model.
